# Breit-Wigner transmission through a single donor with unequal tunnel rates: a program that tests the result

```python
"""
Resonant tunnelling through one donor in a source-drain barrier.

Result under test, for an isolated level and near resonance:
    T(E) = GL*GR / ((E-Er)^2 + (GL+GR)^2/4)
    Tmax = 4*GL*GR/(GL+GR)^2 = 1/cosh(kappa0*(a-b))^2
GL, GR : tunnel rates (level widths) to source and drain, hbar = 1
Er     : resonance energy;  a, b : distances donor-source, donor-drain
kappa0 : decay constant of the donor state in the barrier
Model  : 1D, mass m, barrier height V, donor potential -g*delta(x-a),
         band edges of source and drain at zero energy.
The formulas are compared with a direct march of the wave equation.
Internal units are atomic units; printed units are eV and angstrom.
"""
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.optimize import brentq, minimize_scalar

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] / angstrom

# Chosen model parameters
mass = 0.2
barrier = 0.08 / HARTREE
binding = 0.05 / HARTREE
length = 160.0 / BOHR
detuning = 0.002 / HARTREE

kappa0 = np.sqrt(2 * mass * binding)
strength = kappa0 / mass
level = barrier - binding


def march(energy, pieces):
    """Start from a unit outgoing wave in the drain and march to the source.
    Return the incident and reflected amplitudes at the source edge."""
    k = np.sqrt(2 * mass * complex(energy))
    psi, slope = 1.0 + 0j, 1j * k
    for kind, size, potential in reversed(pieces):
        if kind == "delta":
            slope = slope + 2 * mass * size * psi
        else:
            kap = np.sqrt(2 * mass * complex(potential - energy))
            c, s = np.cosh(kap * size), np.sinh(kap * size)
            psi, slope = c * psi - s * slope / kap, c * slope - kap * s * psi
    return (psi + slope / (1j * k)) / 2, (psi - slope / (1j * k)) / 2


def channel(a, b, g=strength):
    return [("flat", a, barrier), ("delta", g, 0.0), ("flat", b, barrier)]


def transmission(energy, pieces):
    return 1 / abs(march(energy, pieces)[0]) ** 2


def outgoing_pole(pieces, guess):
    """Complex energy with no incident wave, found by the secant method.
    Return its real part and the widths due to source and drain."""
    e0, e1 = complex(guess), complex(guess * 1.0001)
    f0, f1 = march(e0, pieces)[0], march(e1, pieces)[0]
    converged = False
    for _ in range(60):
        e2 = e1 - f1 * (e1 - e0) / (f1 - f0)
        if abs(e2 - e1) < 1e-11 * abs(e2):
            converged = True
            break
        e0, f0, e1 = e1, f1, e2
        f1 = march(e1, pieces)[0]
    assert converged and e2.imag < 0
    to_source = abs(march(e2, pieces)[1]) ** 2
    width = -2 * e2.imag
    return e2.real, width * to_source / (1 + to_source), width / (1 + to_source)


def marched_peak(pieces, centre, width):
    """Largest transmission found by direct search around a resonance."""
    found = minimize_scalar(
        lambda u: -transmission(centre + u * width, pieces),
        bounds=(-1.5, 1.5), method="bounded", options={"xatol": 1e-8})
    return centre + found.x * width, -found.fun


def log_slope(energy, distance):
    """Analytic decay rate of the outgoing solution, seen from the donor."""
    k = np.sqrt(2 * mass * energy)
    kap = np.sqrt(2 * mass * (barrier - energy))
    z = (kap + 1j * k) / (kap - 1j * k) * np.exp(-2 * kap * distance)
    return kap * (1 - z) / (1 + z)


def donor_terms(energy, a, b):
    """Energy mismatch R and couplings gamma_L, gamma_R at the donor."""
    ql, qr = log_slope(energy, a), log_slope(energy, b)
    return (strength - (ql + qr).real / (2 * mass),
            -ql.imag / mass, -qr.imag / mass)


def node_reflection(energy, a):
    """Reflection amplitude when the wave is forced to vanish at the donor."""
    k = np.sqrt(2 * mass * energy)
    kap = np.sqrt(2 * mass * (barrier - energy))
    u = np.cosh(kap * a) - 1j * k / kap * np.sinh(kap * a)
    return -np.conj(u) / u


prefactor = 8 * binding * np.sqrt(level * binding) / barrier
print(f"effective mass: {mass:.2f} electron masses")
print(f"barrier height V: {barrier*HARTREE:.3f} eV")
print(f"donor binding energy: {binding*HARTREE:.3f} eV")
print(f"isolated level E0: {level*HARTREE:.3f} eV")
print(f"channel length D: {length*BOHR:.1f} angstrom")
print(f"donor strength g: {strength*HARTREE*BOHR:.4f} eV angstrom")
print(f"decay constant kappa0: {kappa0/BOHR:.5f} 1/angstrom")
print(f"decay length 1/kappa0: {BOHR/kappa0:.2f} angstrom")
print(f"rate prefactor: {prefactor*HARTREE:.4f} eV")

flanks, products, peaks = [], [], []
for offset in (0.0, 10.0, 20.0):
    a = length / 2 + offset / BOHR
    b = length - a
    pieces = channel(a, b)
    decay_l, decay_r = np.exp(-2 * kappa0 * a), np.exp(-2 * kappa0 * b)
    rate_l, rate_r = prefactor * decay_l, prefactor * decay_r
    width = rate_l + rate_r
    shift = (-2 * binding * (barrier - 2 * level) / barrier
             * (decay_l + decay_r))
    peak_formula = 1 / np.cosh(kappa0 * (a - b)) ** 2

    # Exact identities and the bound, against the marched wave
    for energy in np.linspace(0.1, 0.9, 17) * barrier:
        mismatch, gl, gr = donor_terms(energy, a, b)
        green = 1 / (mismatch + 0.5j * (gl + gr))
        incident, reflected = march(energy, pieces)
        t_march = 1 / abs(incident) ** 2
        assert np.isclose(t_march, gl * gr * abs(green) ** 2, rtol=1e-7)
        r_formula = node_reflection(energy, a) * (1 - 1j * gl * green)
        assert abs(reflected / incident - r_formula) < 1e-8
        assert t_march <= 4 * gl * gr / (gl + gr) ** 2 * (1 + 1e-9)

    # Rates and level shift, against the complex pole and exact resonance
    pole, pole_l, pole_r = outgoing_pole(pieces, level)
    assert np.isclose(pole_l, rate_l, rtol=0.03)
    assert np.isclose(pole_r, rate_r, rtol=0.03)
    resonance = brentq(lambda e: donor_terms(e, a, b)[0],
                       level - 0.1 * binding, level + 0.1 * binding,
                       xtol=1e-16, rtol=1e-14)
    assert np.isclose(resonance - level, shift, rtol=0.05)

    # Peak height and position from a direct search
    peak_energy, peak = marched_peak(pieces, pole, pole_l + pole_r)
    assert np.isclose(peak, peak_formula, rtol=0.015)
    assert abs(peak_energy - resonance) < 0.02 * width
    if offset == 0.0:
        assert abs(peak - 1) < 1e-6

    # Incomplete cancellation of the reflected wave at resonance
    incident, reflected = march(resonance, pieces)
    relative_r = reflected / incident / node_reflection(resonance, a)
    assert abs(relative_r - (rate_r - rate_l) / width) < 0.01

    # Whole line shape near resonance
    def lorentzian(e):
        return rate_l * rate_r / ((e - level - shift) ** 2 + width ** 2 / 4)
    grid = level + shift + np.linspace(-5, 5, 201) * width
    marched = np.array([transmission(e, pieces) for e in grid])
    deviation = np.max(abs(marched - lorentzian(grid))) / peak
    assert deviation < 0.03

    flank = transmission(resonance + detuning, pieces)
    flanks.append(flank)
    products.append(pole_l * pole_r)
    peaks.append(peak)
    print(f"donor offset {offset:.0f} angstrom: "
          f"a = {a*BOHR:.0f}, b = {b*BOHR:.0f} angstrom")
    print(f"  formula rates L, R: {rate_l*HARTREE:.4e}, "
          f"{rate_r*HARTREE:.4e} eV")
    print(f"  pole rates L, R: {pole_l*HARTREE:.4e}, {pole_r*HARTREE:.4e} eV")
    print(f"  total width, formula: {width*HARTREE:.4e} eV")
    print(f"  level shift, formula: {shift*HARTREE:.3e} eV")
    print(f"  level shift, exact R=0: {(resonance-level)*HARTREE:.3e} eV")
    print(f"  peak T, formula: {peak_formula:.4f}; marched: {peak:.4f}")
    print(f"  resonant r/r_node, marched: {relative_r.real:.4f}")
    print(f"  largest line-shape error / peak: {deviation:.4f}")
    print(f"  T at +{detuning*HARTREE:.3f} eV, marched: {flank:.3e}; "
          f"Lorentzian: {lorentzian(resonance + detuning):.3e}")

# Moving the donor keeps the rate product and the flank, but lowers the peak
assert max(products) / min(products) < 1.04
assert max(flanks) / min(flanks) < 1.04
assert peaks[0] > peaks[1] > peaks[2]
print(f"largest/smallest rate product: {max(products)/min(products):.4f}")
print(f"largest/smallest flank T: {max(flanks)/min(flanks):.4f}")

# Displacement that halves the peak, checked by direct search
half_offset = np.arccosh(np.sqrt(2)) / (2 * kappa0)
half_pieces = channel(length / 2 + half_offset, length / 2 - half_offset)
half_pole, half_l, half_r = outgoing_pole(half_pieces, level)
half_peak = marched_peak(half_pieces, half_pole, half_l + half_r)[1]
assert abs(half_peak - 0.5) < 0.01
print(f"offset for half transmission: {half_offset*BOHR:.2f} angstrom")
print(f"marched peak T at that offset: {half_peak:.4f}")

# Direct source-drain tunnelling without the donor
direct = transmission(level, channel(length / 2, length / 2, 0.0))
direct_formula = 1 / (1 + barrier ** 2 * np.sinh(kappa0 * length) ** 2
                      / (4 * level * binding))
assert np.isclose(direct, direct_formula, rtol=1e-8)
print(f"T without donor at E0: {direct:.3e}")

# A finite square well obeys the same relation between rates and peak
well_width, well_depth = 20.0 / BOHR, 0.12 / HARTREE
well = [("flat", 80.0 / BOHR, barrier),
        ("flat", well_width, barrier - well_depth),
        ("flat", 60.0 / BOHR, barrier)]
well_pole, well_l, well_r = outgoing_pole(well, 0.037 / HARTREE)
assert 0 < well_pole < barrier
well_peak = marched_peak(well, well_pole, well_l + well_r)[1]
well_formula = 4 * well_l * well_r / (well_l + well_r) ** 2
assert np.isclose(well_peak, well_formula, rtol=0.02)
print(f"square well: width {well_width*BOHR:.0f} angstrom, "
      f"depth {well_depth*HARTREE:.2f} eV")
print(f"  resonance energy: {well_pole*HARTREE:.5f} eV")
print(f"  pole rates L, R: {well_l*HARTREE:.4e}, {well_r*HARTREE:.4e} eV")
print(f"  peak T from rates: {well_formula:.4f}; marched: {well_peak:.4f}")

print("all assertions hold")
```

Running it gives:

```
effective mass: 0.20 electron masses
barrier height V: 0.080 eV
donor binding energy: 0.050 eV
isolated level E0: 0.030 eV
channel length D: 160.0 angstrom
donor strength g: 1.9519 eV angstrom
decay constant kappa0: 0.05123 1/angstrom
decay length 1/kappa0: 19.52 angstrom
rate prefactor: 0.1936 eV
donor offset 0 angstrom: a = 80, b = 80 angstrom
  formula rates L, R: 5.3343e-05, 5.3343e-05 eV
  pole rates L, R: 5.3304e-05, 5.3304e-05 eV
  total width, formula: 1.0669e-04 eV
  level shift, formula: -1.377e-05 eV
  level shift, exact R=0: -1.379e-05 eV
  peak T, formula: 1.0000; marched: 1.0000
  resonant r/r_node, marched: 0.0000
  largest line-shape error / peak: 0.0027
  T at +0.002 eV, marched: 9.523e-04; Lorentzian: 7.109e-04
donor offset 10 angstrom: a = 90, b = 70 angstrom
  formula rates L, R: 1.9146e-05, 1.4862e-04 eV
  pole rates L, R: 1.9126e-05, 1.4848e-04 eV
  total width, formula: 1.6776e-04 eV
  level shift, formula: -2.166e-05 eV
  level shift, exact R=0: -2.173e-05 eV
  peak T, formula: 0.4044; marched: 0.4044
  resonant r/r_node, marched: 0.7718
  largest line-shape error / peak: 0.0043
  T at +0.002 eV, marched: 9.507e-04; Lorentzian: 7.102e-04
donor offset 20 angstrom: a = 100, b = 60 angstrom
  formula rates L, R: 6.8721e-06, 4.1406e-04 eV
  pole rates L, R: 6.8541e-06, 4.1349e-04 eV
  total width, formula: 4.2093e-04 eV
  level shift, formula: -5.434e-05 eV
  level shift, exact R=0: -5.490e-05 eV
  peak T, formula: 0.0642; marched: 0.0642
  resonant r/r_node, marched: 0.9674
  largest line-shape error / peak: 0.0111
  T at +0.002 eV, marched: 9.389e-04; Lorentzian: 7.040e-04
largest/smallest rate product: 1.0025
largest/smallest flank T: 1.0143
offset for half transmission: 8.60 angstrom
marched peak T at that offset: 0.5000
T without donor at E0: 2.845e-07
square well: width 20 angstrom, depth 0.12 eV
  resonance energy: 0.03746 eV
  pole rates L, R: 3.8846e-05, 2.5718e-04 eV
  peak T from rates: 0.4560; marched: 0.4560
all assertions hold
```
